\section*{Gaussian compensation charges for PAW: normalization, Fourier transform and electrostatic potential, part 1}

(Sections cited here and not found follow in the second part.)

\section{The moment and the Fourier transform}

\noindent\emph{Q.} The projector augmented-wave method writes the electron density as a smooth part $\tilde n$, which lives on a plane-wave or real-space grid, plus a correction confined to a sphere of radius $r_c$ around each nucleus. Why must a further, artificial charge be added? A correction that vanishes outside the sphere should not matter outside the sphere.

\medskip\noindent\emph{A.} The correction vanishes outside, but its electrostatic potential does not. I use Rydberg atomic units, $\hbar=1$, $m=1/2$, $e^2=2$, with lengths in bohr. A number density $n$ of electrons gives another electron the potential energy
\begin{equation}
v(\mathbf r)=2\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' ,
\label{coulomb}
\end{equation}
and a nucleus of charge $Z$ counts as the density $-Z\delta(\mathbf r)$. The function $1/r$ is harmonic for $r>0$ and its gradient has the flux $-4\pi$ through any sphere around the origin, so $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$ and $\nabla^2v=-8\pi n$.

Take one angular component, $n=f(r)Y_L(\hat{\mathbf r})$, where $L=(l,m)$ and the $Y_L$ are the complex spherical harmonics, orthonormal on the unit sphere. With $\mathbf L=-i\,\mathbf r\times\nabla$ the Laplacian is $r^{-2}\partial_r r^2\partial_r-\mathbf L^2/r^2$, and $\mathbf L^2Y_L=l(l+1)Y_L$. The trial form $v=v_l(r)Y_L$ then requires
\begin{equation}
(r^2v_l')'-l(l+1)\,v_l=-8\pi r^2 f .
\label{radial}
\end{equation}
Without a source the powers $r^p$ with $p(p+1)=l(l+1)$ solve this, that is $r^l$ and $r^{-l-1}$. So try $v_l=K\,[\,r^{-l-1}I(r)+r^lO(r)\,]$ with
\begin{equation}
I(r)=\int_0^r f(s)\,s^{l+2}ds,\qquad O(r)=\int_r^\infty f(s)\,s^{1-l}ds .
\end{equation}
Since $I'=fr^{l+2}$ and $O'=-fr^{1-l}$, the terms $r^{-l-1}I'=fr$ and $r^lO'=-fr$ cancel in the first derivative:
\begin{align}
r^2v_l'&=K\,[-(l+1)\,r^{-l}I+l\,r^{l+1}O\,],\label{slope}\\
(r^2v_l')'&=K\,[\,l(l+1)\,r^{-l-1}I+l(l+1)\,r^lO-(l+1)fr^2-l\,fr^2\,]\nonumber\\
&=l(l+1)\,v_l-K(2l+1)\,fr^2 .
\end{align}
Comparison with (\ref{radial}) fixes $K=8\pi/(2l+1)$:
\begin{equation}
v_l(r)=\frac{8\pi}{2l+1}\left[\frac{I(r)}{r^{l+1}}+r^l\,O(r)\right].
\label{green}
\end{equation}
If $f$ vanishes for $r>r_c$, then outside the sphere $O=0$ and $I$ is a constant,
\begin{equation}
v=\frac{8\pi}{2l+1}\,\frac{Q_L}{r^{l+1}}\,Y_L,\qquad
Q_L=\int n\,r^l\,Y_L^*\,d^3r=\int_0^\infty f\,s^{l+2}ds .
\label{multipole}
\end{equation}
The exterior potential falls off only as a power, and it depends on the interior through the single number $Q_L$, the multipole moment.

\medskip\noindent\emph{Q.} You have found a solution of the differential equation. Why is it the integral (\ref{coulomb})? One could add any multiple of $r^l$ or $r^{-l-1}$.

\medskip\noindent\emph{A.} Assume that $f$ behaves as $r^l$ near the origin and falls faster than any power at infinity. Then $I\sim r^{2l+3}$ at small $r$, so (\ref{green}) behaves as $r^l$ there and hides no point source; an added $r^{-l-1}$ would be singular at the origin, and an added $r^l$ would not vanish at infinity. To exclude other angular forms as well, let $w$ be the difference between (\ref{coulomb}) and $v_lY_L$. It obeys $\nabla^2w=0$ everywhere, and at large $r$ it falls at least as $1/r$ and its gradient as $1/r^2$, since both functions do. Green's identity over a ball of radius $\rho$ gives $\int|\nabla w|^2d^3r=\oint w^*\partial_rw\,dS$, and the right side is of order $\rho^{2}\rho^{-1}\rho^{-2}\to0$. So $w$ is constant, and the constant is zero. The nuclear point charge is the one singular source; its potential $-2Z/r$ has the form (\ref{multipole}) with $Q_{00}=-ZY_{00}=-Z/\sqrt{4\pi}$.

\medskip\noindent\emph{Q.} Granted. How does the extra charge cure this?

\medskip\noindent\emph{A.} Let $\Delta n$ be the correction in one sphere, nucleus included, with moments $Q_L$. Choose shape functions $g_L=g_l(r)Y_L$ with the property
\begin{equation}
\int g_L\,r^{l'}\,Y_{L'}^*\,d^3r=\delta_{LL'} ,
\label{unit}
\end{equation}
define the compensation charge $\hat n=\sum_LQ_L\,g_L$, and regroup the total charge as $(\tilde n+\hat n)+(\Delta n-\hat n)$, with a sum over spheres understood. The moments of $\Delta n-\hat n$ are $Q_{L'}-\sum_LQ_L\delta_{LL'}=0$. If the $g_L$ vanish outside $r_c$, equation (\ref{multipole}) says that $\Delta n-\hat n$ has no potential outside its sphere. Two such objects in non-overlapping spheres do not interact, and the interaction of one of them with $\tilde n+\hat n$ involves only the values of $\tilde n+\hat n$ inside that sphere. The long-range electrostatics is then carried by the smooth charge $\tilde n+\hat n$ alone. This needs (\ref{unit}), smoothness of $g_L$, and localization.

\medskip\noindent\emph{Q.} The proposal is $g_l=c_l\,r^le^{-ar^2}$ with $a>0$. Which constant $c_l$ gives (\ref{unit}), and does one constant really settle all pairs $L,L'$?

\medskip\noindent\emph{A.} In spherical coordinates the integral factorizes,
\begin{equation}
\int g_L\,r^{l'}Y_{L'}^*\,d^3r=c_l\int_0^\infty r^{l+l'+2}e^{-ar^2}dr\int Y_LY_{L'}^*\,d\Omega .
\end{equation}
The angular factor is $\delta_{LL'}$, so all off-diagonal moments vanish whatever $c_l$ is, and only $l'=l$ remains. Substitute $t=ar^2$, so that $r=(t/a)^{1/2}$ and $dr=dt/(2a^{1/2}t^{1/2})$. For any power $p>-1$,
\begin{equation}
\int_0^\infty r^pe^{-ar^2}dr=\int_0^\infty\frac{t^{p/2}}{a^{p/2}}\,e^{-t}\,\frac{dt}{2a^{1/2}t^{1/2}}
=\frac{\Gamma\!\left(\frac{p+1}{2}\right)}{2\,a^{(p+1)/2}} ,
\label{gaussint}
\end{equation}
with $\Gamma(s)=\int_0^\infty t^{s-1}e^{-t}dt$. For $p=2l+2$ the integral is $\Gamma(l+\frac32)/(2a^{l+3/2})$, and the moment is one if and only if
\begin{equation}
c_l=\frac{2\,a^{l+3/2}}{\Gamma(l+\frac32)} .
\label{cl}
\end{equation}
The integral converges only for $a>0$, and it runs over all space, not over the sphere. A Gaussian never vanishes exactly, so the localization holds only up to a tail whose size has to be computed.

The gamma function can be made explicit. Integration by parts gives $\Gamma(s+1)=s\,\Gamma(s)$. The square of $\int_{-\infty}^\infty e^{-ax^2}dx$ is, in plane polar coordinates, $2\pi\int_0^\infty\rho\,e^{-a\rho^2}d\rho=\pi/a$; comparing $\frac12\sqrt{\pi/a}$ with (\ref{gaussint}) at $p=0$ gives $\Gamma(\frac12)=\sqrt\pi$. Applying the recursion $n$ times,
\begin{equation}
\Gamma(n+\tfrac12)=\frac{2n-1}{2}\cdot\frac{2n-3}{2}\cdots\frac12\,\sqrt\pi=\frac{(2n-1)!!}{2^n}\sqrt\pi ,
\label{halfgamma}
\end{equation}
with $(-1)!!=1$. For $n=l+1$ this turns (\ref{cl}) into
\begin{equation}
c_l=\frac{2^{l+2}\,a^{l+3/2}}{\sqrt\pi\,(2l+1)!!},\qquad c_{l+1}=\frac{2a}{2l+3}\,c_l .
\label{cl2}
\end{equation}

\medskip\noindent\emph{Q.} For $l=0$ I would expect a unit charge, $(a/\pi)^{3/2}e^{-ar^2}$. Your formula gives $c_0Y_{00}=4a^{3/2}/(\sqrt\pi\sqrt{4\pi})=2a^{3/2}/\pi$, which is different.

\medskip\noindent\emph{A.} A unit moment in the sense of (\ref{unit}) is not a unit charge, since the definition carries the factor $Y_{00}^*=1/\sqrt{4\pi}$. The condition $\int g_{00}Y_{00}^*d^3r=1$ means that $g_{00}$ holds $\sqrt{4\pi}$ electrons, and indeed $\sqrt{4\pi}\,(a/\pi)^{3/2}=2a^{3/2}/\pi$. A charge of $N$ electrons has $Q_{00}=N/\sqrt{4\pi}$, and $Q_{00}\,g_{00}$ holds $N$ electrons again. The dimensions follow the same logic: $Q_L$ has the unit bohr$^l$, $g_l$ has bohr$^{-(l+3)}$ and $c_l$ has bohr$^{-(2l+3)}$, so the values of $c_l$ for different $l$ are not comparable in size.

\medskip\noindent\emph{Q.} Why the factor $r^l$? A plain Gaussian times $Y_L$ could be normalized as well.

\medskip\noindent\emph{A.} It could, but it would not be smooth. The function $e^{-ar^2}Y_{10}\propto e^{-ar^2}z/r$ approaches different values at the origin from above and from below. The product $r^lY_L$, on the other hand, is a homogeneous polynomial of degree $l$ in $x,y,z$. To see it, let $w=x+iy$ and use $L_x=-i(y\partial_z-z\partial_y)$, $L_y=-i(z\partial_x-x\partial_z)$, $L_z=-i(x\partial_y-y\partial_x)$:
\begin{equation}
L_zw=-i(ix-y)=w,\qquad L_xw=-i(-iz)=-z,\qquad iL_yw=i(-iz)=z .
\end{equation}
Thus $L_+w=(L_x+iL_y)w=0$. These are first-order operators, so the chain rule gives $L_zw^l=l\,w^l$ and $L_+w^l=0$: $w^l$ is the top member of the multiplet $l$, hence $w^l=N\,r^lY_{ll}$ with a constant $N$. The lowering operator obeys $L_-Y_{lm}=\sqrt{(l+m)(l-m+1)}\,Y_{l,m-1}$, passes through any function of $r$ because $\mathbf r\times\nabla r=0$, and maps homogeneous polynomials of degree $l$ into homogeneous polynomials of degree $l$. So every $H_L=r^lY_L$ is such a polynomial, and it is harmonic because $r^l$ solves (\ref{radial}) without a source. The function $g_L=c_lH_Le^{-ar^2}$ is a polynomial times a Gaussian, analytic everywhere.

\medskip\noindent\emph{Q.} A plane-wave code needs $g_L$ in reciprocal space. What is its transform, with the phase and all factors of $\pi$?

\medskip\noindent\emph{A.} The convention is $\tilde f(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}f(\mathbf r)\,d^3r$, with the inverse $f=(2\pi)^{-3}\int e^{i\mathbf k\cdot\mathbf r}\tilde f\,d^3k$. Start in one dimension with $J(k)=\int e^{-ikx}e^{-ax^2}dx$. Differentiate under the integral, write $xe^{-ax^2}=-(2a)^{-1}\partial_xe^{-ax^2}$, and integrate by parts with vanishing boundary terms:
\begin{equation}
J'(k)=\frac{i}{2a}\int e^{-ikx}\,\partial_xe^{-ax^2}dx=\frac{i}{2a}\,(ik)\,J=-\frac{k}{2a}J .
\end{equation}
With $J(0)=\sqrt{\pi/a}$ this integrates to $J=\sqrt{\pi/a}\,e^{-k^2/4a}$, and the product of three such factors shows that $e^{-ar^2}$ has the transform $(\pi/a)^{3/2}G(k)$ with $G=e^{-k^2/4a}$.

A factor $x_j$ is produced by a derivative, because $i\,\partial e^{-i\mathbf k\cdot\mathbf r}/\partial k_j=x_je^{-i\mathbf k\cdot\mathbf r}$. So a polynomial $H(\mathbf r)$ times the Gaussian has the transform $(\pi/a)^{3/2}H(i\nabla_k)\,G$. For $H=w^l$ the operator is $(iD)^l$ with $D=\partial_{k_x}+i\partial_{k_y}$. Put $\kappa=k_x+ik_y$. Two facts suffice:
\begin{equation}
DG=-\frac{k_x+ik_y}{2a}\,G=-\frac{\kappa}{2a}G,\qquad D\kappa=1+i\cdot i=0 .
\end{equation}
Since $D$ does not act on $\kappa$, each application hits only $G$ and brings down the same factor, so $(iD)^lG=(-i/2a)^l\kappa^lG$. As $\kappa^l=N\,k^lY_{ll}(\hat{\mathbf k})$ with the same constant $N$, which cancels,
\begin{equation}
\int e^{-i\mathbf k\cdot\mathbf r}\,r^lY_{L}(\hat{\mathbf r})\,e^{-ar^2}d^3r=\left(\frac\pi a\right)^{3/2}\left(\frac{-i}{2a}\right)^lk^l\,Y_{L}(\hat{\mathbf k})\,e^{-k^2/4a}
\label{hobson}
\end{equation}
for $m=l$.

\medskip\noindent\emph{Q.} That trick relied on $D\kappa=0$. For $m=0$, say $H\propto 2z^2-x^2-y^2$, the derivatives do act on the factors brought down earlier.

\medskip\noindent\emph{A.} They do, and the extra terms cancel among themselves. The general reason is that angular momentum passes through the Fourier transform. Let $\mathbf L^{(k)}=-i\,\mathbf k\times\nabla_k$. Acting on the plane wave,
\begin{align}
\mathbf L^{(k)}e^{-i\mathbf k\cdot\mathbf r}&=-i\,\mathbf k\times(-i\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r}=-(\mathbf k\times\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r},\\
\mathbf L\,e^{-i\mathbf k\cdot\mathbf r}&=-i\,\mathbf r\times(-i\mathbf k)\,e^{-i\mathbf k\cdot\mathbf r}=+(\mathbf k\times\mathbf r)\,e^{-i\mathbf k\cdot\mathbf r},
\end{align}
so the two differ by a sign. Each component of $\mathbf L$ consists of terms $x_j\partial_n$ with $j\neq n$, so integration by parts moves it to the other factor at the price of one more sign and no extra term:
\begin{equation}
\mathbf L^{(k)}\tilde f=-\int(\mathbf L\,e^{-i\mathbf k\cdot\mathbf r})\,f\,d^3r=\int e^{-i\mathbf k\cdot\mathbf r}\,\mathbf Lf\,d^3r .
\label{commute}
\end{equation}
Now apply $L_-^{(k)}$ to both sides of (\ref{hobson}). On the left, (\ref{commute}) turns it into $L_-$ under the integral, which passes the radial factors and gives $\sqrt{(l+m)(l-m+1)}\,Y_{l,m-1}(\hat{\mathbf r})$. On the right it passes the functions of $k$ and gives the same square root times $Y_{l,m-1}(\hat{\mathbf k})$. The root is not zero for $m>-l$ and cancels, so (\ref{hobson}) holds for every $m$ by induction.

It remains to multiply by $c_l$ from (\ref{cl2}):
\begin{equation}
c_l\left(\frac\pi a\right)^{3/2}\frac1{(2a)^l}=\frac{2^{l+2}a^{l+3/2}\,\pi^{3/2}}{\sqrt\pi\,(2l+1)!!\;a^{3/2}\,2^la^l}=\frac{4\pi}{(2l+1)!!} .
\end{equation}
All powers of $a$ drop out of the prefactor, and
\begin{equation}
\tilde g_L(\mathbf k)=4\pi\,(-i)^l\,\frac{k^l}{(2l+1)!!}\,e^{-k^2/4a}\,Y_L(\hat{\mathbf k}) .
\label{ft}
\end{equation}
At $k=0$ and $l=0$ this is $4\pi Y_{00}=\sqrt{4\pi}$, the charge found above. For $l>0$ it vanishes at $k=0$, since such a density has no net charge. A centre displaced to $\mathbf R$ multiplies (\ref{ft}) by $e^{-i\mathbf k\cdot\mathbf R}$, as the shift of the integration variable shows.

\medskip\noindent\emph{Q.} I suspect that the rule ``replace $\mathbf r$ by $-i\mathbf k/2a$'' holds for any homogeneous polynomial, and that the harmonics are decoration.

\medskip\noindent\emph{A.} It fails for $z^2$. Differentiating twice,
\begin{equation}
(i\partial_{k_z})^2G=-\partial_{k_z}\!\left(-\frac{k_z}{2a}G\right)=\left(\frac1{2a}-\frac{k_z^2}{4a^2}\right)G ,
\end{equation}
whereas the rule would give only $(-i/2a)^2k_z^2G=-k_z^2G/4a^2$. The extra term $G/2a$ must be there: $z^2e^{-ar^2}$ is nowhere negative, has a net charge, and so cannot have a transform that vanishes at $k=0$. In $2z^2-x^2-y^2$ the extra terms add to $(2-1-1)G/2a=0$, which is the statement that this polynomial has a vanishing Laplacian. A radial factor $r^{l+2}$ in place of $r^l$ would likewise give a polynomial in $k^2$ with more than one term.

\medskip\noindent\emph{Q.} The prefactor of (\ref{ft}) does not contain $a$. Is that an accident of the Gaussian? And I am used to seeing such transforms as radial integrals over spherical Bessel functions.

\medskip\noindent\emph{A.} Both points have one answer. Define the angular integral $F(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}Y_L(\hat{\mathbf r})\,d\Omega_r$ at fixed $r$. The argument of (\ref{commute}) works on the sphere too, since $\mathbf L$ contains only angular derivatives and the sphere has no boundary. So $F$ is an eigenfunction of $(\mathbf L^{(k)})^2$ and $L_z^{(k)}$ with the eigenvalues of $Y_L$, and it depends on the lengths only through $u=kr$; hence $F=\phi(u)Y_L(\hat{\mathbf k})$. Also $\nabla_k^2F=-r^2F$, because the plane wave obeys this, which in radial form reads $(u^2\phi')'+[u^2-l(l+1)]\phi=0$. The plane wave is a power series in $u$, so $\phi$ is one too, and the equation forces it to start at $u^l$ and proceed in steps of two. For $\phi=\sum_n\alpha_nu^{l+2n}$,
\begin{equation}
[(l+2n)(l+2n+1)-l(l+1)]\,\alpha_n=2n(2l+2n+1)\,\alpha_n=-\alpha_{n-1} .
\end{equation}
The choice $\alpha_0=1/(2l+1)!!$ defines the spherical Bessel function,
\begin{equation}
j_l(u)=\sum_{n=0}^\infty\frac{(-1)^n\,u^{l+2n}}{2^n\,n!\,(2l+2n+1)!!} ,
\label{bessel}
\end{equation}
and $\phi=C\,j_l$ with a constant $C$. Any density $fY_L$ therefore has the transform $C\,Y_L(\hat{\mathbf k})\int f\,j_l(kr)\,r^2dr$, whose leading term at small $k$ is $C\,Y_L\,Q_L\,k^l/(2l+1)!!$. The Gaussian has $Q_L=1$, and comparison with (\ref{ft}) gives $C=4\pi(-i)^l$:
\begin{equation}
\int e^{-i\mathbf k\cdot\mathbf r}\,Y_L(\hat{\mathbf r})\,d\Omega_r=4\pi(-i)^l\,j_l(kr)\,Y_L(\hat{\mathbf k}) .
\label{angular}
\end{equation}
The prefactor of (\ref{ft}) is thus common to all shapes of unit moment: at leading order in $k$ the transform sees only $Q_L$, just as the far potential does. The shape enters at relative order $k^2$, here through $e^{-k^2/4a}$, and $a\to\infty$ at fixed $k$ gives the point multipole.

Only the leading term was used to fix $C$, so the remaining orders are a second derivation of the $k$ dependence. By (\ref{gaussint}) with $p=2l+2n+2$ and (\ref{halfgamma}), the radial integral of the $n$-th term of (\ref{bessel}) contains $\Gamma(l+n+\frac32)/(2a^{l+n+3/2})=(2l+2n+1)!!\sqrt\pi/(2^{l+n+2}a^{l+n+3/2})$. The double factorials cancel:
\begin{align}
c_l\int_0^\infty r^{l+2}e^{-ar^2}j_l(kr)\,dr&=c_l\,\frac{\sqrt\pi\,k^l}{2^{l+2}a^{l+3/2}}\sum_n\frac{1}{n!}\left(-\frac{k^2}{4a}\right)^n\nonumber\\
&=\frac{k^l}{(2l+1)!!}\,e^{-k^2/4a} .
\end{align}
The exchange of sum and integral is allowed because the absolute values of the terms sum to the finite $e^{+k^2/4a}$.

This part has fixed the constant $c_l$ that gives the Gaussian shape functions unit multipole moments, and has derived their Fourier transform with its phase and prefactor. What remains is their electrostatic potential in closed form, the size of the tails outside the sphere and in reciprocal space, and a worked numerical case.
